# Square and triangular island arrays: elastic repulsion at equal density

## Problem

Identical small islands of a misfitting film sit on the flat surface of a thick, elastically isotropic substrate with Young modulus \(E\) and Poisson ratio \(\nu\). Each island is round in plan, low in slope, and carries a uniform biaxial stress \(\sigma\). Its volume is \(V\), and there is no film between the islands.

(a) Find the interaction energy of two islands at a distance \(d\) much larger than their size.

(b) Express the interaction energy per island of a perfect array of areal density \(n\) through a dimensionless lattice sum.

(c) Evaluate that sum for the square and the triangular array at equal density. Which is lower, and by what percentage? Would nearest neighbours alone give the answer?

(d) Is the higher of the two arrays protected by a barrier against a uniform shear into the lower one?

(e) Put in numbers for flat metal islands on MgO(001), treated as isotropic. Estimate the effect of finite island size and of stress relaxation.

(f) MgO is cubic, not isotropic. Does the order found in (c) survive?

## Solution

### (a) The pair energy

**Forces.** Let \(h(\mathbf r)\) be the island height. The film carries a membrane force \(\sigma h\) per unit length. Balance of an element of film requires the substrate to pull on it with \(-\nabla(\sigma h)\) per unit area, so the film acts on the substrate with the tangential force density

\[
\mathbf f=\nabla(\sigma h).
\]

For a compressed island \(\sigma<0\), and since \(h\) falls outward, \(\mathbf f\) points outward, as it should. With \(f(\mathbf r)=\int \frac{d^2k}{(2\pi)^2}f(\mathbf k)e^{i\mathbf k\cdot\mathbf r}\), this reads \(\mathbf f(\mathbf k)=i\mathbf k\,\sigma h(\mathbf k)\). The force is parallel to \(\mathbf k\). For a small island \(h(\mathbf k)\to V\), so that

\[
\mathbf f(\mathbf k)=i\mathbf k P,\qquad P=\sigma V .
\]

**Response.** We need the surface displacement caused by a tangential traction along its own wave vector. Let the substrate fill \(z>0\), take \(\mathbf k\) along \(x\), and use plane strain with the Airy function

\[
\chi=Cz\,e^{-kz}\sin kx .
\]

Its Laplacian, \(-2kCe^{-kz}\sin kx\), is harmonic, so \(\chi\) is biharmonic as required. The stresses are

\[
\sigma_{zz}=\partial_x^2\chi=-k^2Cz\,e^{-kz}\sin kx,
\]
\[
\sigma_{xz}=-\partial_x\partial_z\chi=-kC(1-kz)e^{-kz}\cos kx,
\]
\[
\sigma_{xx}=\partial_z^2\chi=C(k^2z-2k)e^{-kz}\sin kx .
\]

At \(z=0\) the normal stress vanishes. The outward normal is \(-\hat z\), so the applied traction is \(t_x=-\sigma_{xz}=kC\cos kx\). Plane strain gives \(\sigma_{yy}=\nu\sigma_{xx}\) at the surface, hence

\[
\partial_xu_x=\frac{1-\nu^2}{E}\sigma_{xx}=-\frac{2(1-\nu^2)}{E}kC\sin kx .
\]

Integration gives \(u_x=\frac{2(1-\nu^2)}{E}C\cos kx\), that is,

\[
u_x=\frac{g}{k}\,t_x,\qquad g=\frac{2(1-\nu^2)}{E}.
\]

**Energy.** The substrate stores \(\frac12\int\mathbf f\cdot\mathbf u\). The film energy changes, to first order in the substrate strain, by \(\int\sigma h\,\nabla\cdot\mathbf u=-\int\mathbf f\cdot\mathbf u\), after integration by parts. The total is \(-\frac12\int\mathbf f\cdot\mathbf u\). For two islands the two equal cross terms add to \(W=-\int\mathbf f_1\cdot\mathbf u_2\), or

\[
W(\mathbf d)=-gP^2\int\frac{d^2k}{(2\pi)^2}\,k\,e^{i\mathbf k\cdot\mathbf d}.
\]

The transform of \(1/r\) is \(2\pi\int_0^\infty J_0(kr)\,dr=2\pi/k\). Therefore \(1/k\) returns to \(1/(2\pi r)\), and the further factor \(k^2\) acts as \(-\nabla^2\). In the plane,

\[
\nabla^2\frac1r=\frac{2}{r^3}-\frac1{r^3}=\frac1{r^3},
\]

so \(k\) returns to \(-1/(2\pi r^3)\) for \(r\neq0\). The two minus signs cancel:

\[
\boxed{W(d)=\frac{gP^2}{2\pi d^3}=\frac{(1-\nu^2)P^2}{\pi E\,d^3}} .
\]

Identical islands repel, whether they are compressed or stretched, because \(P\) enters squared.

### (b) The energy per island

Each pair is shared by two islands. Measuring distances in units of \(n^{-1/2}\) gives

\[
U=\frac12\sum_{\mathbf r\ne0}W(r)=\frac{(1-\nu^2)P^2n^{3/2}}{2\pi E}\,S,\qquad S=\sum_{\mathbf r\neq0}\frac1{r^3},
\]

where the sum runs over a lattice with one site per unit area. At fixed \(P\) and \(n\), only \(S\) depends on the arrangement. The square lattice has spacing 1. A triangular lattice of spacing \(a\) has cell area \(\frac{\sqrt3}{2}a^2\), so here \(a=(2/\sqrt3)^{1/2}=1.0746\).

### (c) The two sums

The direct sum converges slowly: sites beyond a radius \(L\) contribute about \(2\pi/L\). A faster form starts from

\[
\frac1{r^3}=2\pi\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt,
\]

which holds because the integral equals \(\Gamma(\tfrac32)/(\pi r^2)^{3/2}=1/(2\pi r^3)\). With \(\Theta(t)=\sum_{\mathbf r}e^{-\pi r^2t}\), origin included,

\[
S=2\pi\int_0^\infty t^{1/2}\,[\Theta(t)-1]\,dt .
\]

The periodic function \(\sum_{\mathbf r}e^{-\pi t|\mathbf x+\mathbf r|^2}\) has Fourier coefficients \(t^{-1}e^{-\pi q^2/t}\), with \(\mathbf q\) on the dual lattice. Setting \(\mathbf x=0\) gives \(\Theta(t)=t^{-1}\sum_{\mathbf q}e^{-\pi q^2/t}\). In the plane, if \(\mathbf a_1,\mathbf a_2\) span unit area, the dual vectors are \(\mathbf a_2\) and \(-\mathbf a_1\) turned by a right angle. The dual lattice thus has the same distances as the original, and

\[
\Theta(t)=\frac1t\,\Theta\!\left(\frac1t\right).
\]

Use this on \(0<t<1\), writing \(\Theta(t)-1=t^{-1}[\Theta(1/t)-1]+t^{-1}-1\). The last two terms give

\[
\int_0^1(t^{-1/2}-t^{1/2})\,dt=2-\frac23=\frac43 .
\]

In the first term put \(t=1/s\), \(dt=-ds/s^2\), so that \(t^{-1/2}dt\) becomes \(s^{-3/2}ds\) on \(1<s<\infty\). Then

\[
S=2\pi\Big[\frac43+\sum_{\mathbf r\ne0}F(r^2)\Big],\quad F(r^2)=\int_1^\infty(t^{1/2}+t^{-3/2})e^{-at}dt,\quad a=\pi r^2 .
\]

Both integrals reduce to \(\int_1^\infty t^{-1/2}e^{-at}dt=\sqrt{\pi/a}\,\mathrm{erfc}\sqrt a\) through one integration by parts each:

\[
F=\frac{e^{-a}}a+\frac{\sqrt\pi\,\mathrm{erfc}\sqrt a}{2a^{3/2}}+2e^{-a}-2\sqrt{\pi a}\,\mathrm{erfc}\sqrt a .
\]

The constant \(8\pi/3=8.37758\) is common to all lattices of unit density. The shells add the following.

| Array | \(r^2\) | Sites | \(2\pi\times\) sites \(\times F\) |
|---|---|---|---|
| square | 1 | 4 | 0.64184 |
| square | 2 | 4 | 0.01418 |
| square | 4 | 4 | 0.00001 |
| triangular | 1.1547 | 6 | 0.51504 |
| triangular | 3.4641 | 6 | 0.00013 |

The totals are

\[
S_{\rm sq}=9.0336,\qquad S_{\rm tri}=8.8927 .
\]

Direct summation out to radius 300, with the tail \(2\pi/300\) added, gives 9.03362 and 8.89275. The difference is 0.1409, and

\[
\boxed{\frac{S_{\rm sq}-S_{\rm tri}}{S_{\rm sq}}=1.56\ \text{percent}} .
\]

The triangular array is lower by about 1.6 percent of the square array's interaction energy.

Nearest neighbours alone would give the opposite order: 4 for the square array and \(6/1.0746^3=4.836\) for the triangular one. The more distant sites more than make up for this. The condition of equal density also matters. At equal spacing the triangular sum is 11.034, larger than 9.034, because that array is then denser by the factor \(2/\sqrt3\).

### (d) Shearing the square array

Keep the density fixed and deform the square cell into a rhombus, closing its angle from \(90^\circ\) to \(60^\circ\). The end point is the triangular lattice. The sum is 9.0336 at the start, 8.9770 midway (measured by the cosine of the angle) and 8.8927 at the end. It falls at each of the ten steps computed along this path, so no barrier appears.

By symmetry the square is a stationary point: shearing it either way gives mirror-image lattices, and stretching it along \(x\) or along \(y\) gives the same rectangle. Since \(S\) falls along the rhombic path and was found to rise for a rectangle of aspect ratio 1.05, the square is a saddle in the space of lattice shapes. A scan of 336 shapes, from the square and triangular lattices to elongated cells, found none below the triangular value. This is numerical evidence, not a proof. It also concerns uniform deformations of the whole array; it says nothing about how fast real islands could rearrange.

### (e) Flat metal islands on MgO(001)

**Inputs.** As model inputs close to the elastic constants of MgO, we choose \(C_{11}=300\), \(C_{12}=95\) and \(C_{44}=155\) GPa. The Voigt–Reuss–Hill average, which takes the mean of the uniform-strain and uniform-stress estimates of the shear modulus, gives \(E=310.7\) GPa and \(\nu=0.183\). The islands are given round parameters: biaxial modulus \(M=300\) GPa, misfit \(\varepsilon=0.03\), and a semi-ellipsoidal shape of radius \(R=8\) nm and central height \(h_0=1\) nm. The density is one island per \((25\ \mathrm{nm})^2\), or \(1.6\times10^{11}\ \mathrm{cm^{-2}}\). The triangular array then has a spacing of 26.86 nm.

**Energies.** The volume is \(V=\frac{2\pi}3R^2h_0=134.0\ \mathrm{nm^3}\). With \(\sigma=M\varepsilon=9\) GPa,

\[
P=9\times134.0=1206\ \mathrm{GPa\,nm^3}=7.53\ \mathrm{keV}.
\]

At \(d=25\) nm,

\[
W=\frac{(1-0.183^2)(1206)^2}{\pi\,(310.7)(25)^3}\ \mathrm{GPa\,nm^3}=0.576\ \mathrm{eV}.
\]

Hence \(U_{\rm sq}=\frac12(0.576)(9.034)=2.60\) eV and \(U_{\rm tri}=2.56\) eV per island. The difference is 41 meV, while \(k_BT\) at 600 K is 52 meV. This comparison sets the scale of the preference per island. It does not decide whether an array is ordered at that temperature, which depends on the free energy of the whole population.

The chosen \(M\) suits stiff metals such as iron or chromium, whose biaxial moduli in the (001) plane are roughly 200 and 400 GPa. Silver and gold have a similar misfit on MgO, but \(M\) is only about 80 GPa. Since the energies scale as \(M^2\), the pair energy at 25 nm is then about 0.04 eV and the difference between the arrays about 3 meV per island.

**Finite size.** The height profile is proportional to the projection of a uniform ball onto the plane, so \(h(k)=V\,F_R\) with

\[
F_R=\frac{3(\sin x-x\cos x)}{x^3}=1-\frac{x^2}{10}+\frac{x^4}{280}-\dots,\qquad x=kR .
\]

The pair energy acquires the factor \(F_R^2=1-\frac{x^2}5+\frac{3x^4}{175}-\dots\) under the integral. Replacing \(k^2\) by \(-\nabla^2\), and using \(\nabla^2r^{-3}=9r^{-5}\) and \(\nabla^2r^{-5}=25r^{-7}\), gives

\[
W=\frac{gP^2}{2\pi d^3}\Big[1+\frac95\frac{R^2}{d^2}+\frac{27}7\frac{R^4}{d^4}+\dots\Big].
\]

At 25 nm the first correction is 18 percent. It favours the triangular array further, because the sum of \(1/r^5\) that multiplies it is smaller there, about 4.7 against 5.1 for the square array. As in (c), the more distant sites decide this: the nearest neighbours alone give \(6/1.0746^5=4.19\) for the triangular array and 4 for the square one. The energy difference with the full form factor follows from a sum over reciprocal vectors, in which the self-energy is common to both arrays and cancels. Divided by the square-array energy from the series above, it is 2.5 percent instead of 1.6. The 1.6 percent is therefore the limit of small, well-separated islands.

**Stress relaxation.** The substrate yields under each island and relieves part of its stress. From \(\mathbf u=g\mathbf f/k\), the surface dilation has the transform \(i\mathbf k\cdot\mathbf u=-g\sigma k\,h(k)\). At the island centre this gives

\[
\nabla\cdot\mathbf u=-\frac{g\sigma V}{2\pi}\int_0^\infty k^2F_R\,dk
=-\frac{3g\sigma V}{2\pi R^3}\int_0^\infty\Big(\frac{\sin x}x-\cos x\Big)dx .
\]

With a slowly decaying convergence factor the cosine contributes nothing and the integral is \(\pi/2\). Inserting \(V\) gives \(\nabla\cdot\mathbf u=-\pi g\sigma h_0/(2R)\). A numerical evaluation at half the radius gives the same value within 0.002 in the integral, so the dilation is taken as uniform under the island. Half of it adds to the film strain in each direction:

\[
\sigma=M\varepsilon-\frac{\pi Mgh_0}{4R}\sigma
\quad\Rightarrow\quad
\sigma=\frac{M\varepsilon}{1+\pi Mgh_0/(4R)} .
\]

Here \(\pi Mgh_0/(4R)=0.183\). The stress falls to 0.845 of its starting value and the interaction energies to 0.714 of theirs. For this self-relaxation the factor is the same in both arrays, so the percentage difference is unchanged.

**The real case.** The islands assumed here are flat, with a height one eighth of their radius, and coherent. The semi-ellipsoid is steep near its rim, where the slope exceeds 0.3 beyond \(0.92R\), so the low-slope assumption fails there. Coherence is also doubtful at this size: at 3 percent misfit the spacing of fully relieving dislocations is about 10 nm, less than the 16 nm island diameter. Metals that wet the oxide poorly form more compact islands, for which the low-slope treatment is less reliable. Misfit dislocations reduce the stress: if they halve \(P\), all interaction energies fall to one quarter. Real populations also have a spread of sizes and positions, which this comparison of perfect arrays leaves out. The assumption that matters most for the order of the two arrays is elastic isotropy.

### (f) Cubic anisotropy

On a cubic (001) surface the longitudinal compliance depends on the direction \(\phi\) of \(\mathbf k\), measured from [100]:

\[
g(\phi)=g_0+\sum_{m=4,8,\dots}g_m\cos m\phi .
\]

Only the longitudinal displacement counts, since the force of the second island is longitudinal too. The angular transform of \(\cos m\phi/k\) is \(i^m\cos m\theta\int_0^\infty J_m(kr)\,dk/(2\pi)=\cos m\theta/(2\pi r)\), because \(i^m=1\) for these \(m\). Multiplication by \(k^2\) again means \(-\nabla^2\), and

\[
\nabla^2\frac{\cos m\theta}r=(1-m^2)\frac{\cos m\theta}{r^3}.
\]

Including the minus sign in \(W(\mathbf k)=-P^2kg(\phi)\), we obtain

\[
W(r,\theta)=\frac{P^2}{2\pi r^3}\Big[g_0+\sum_m(1-m^2)g_m\cos m\theta\Big].
\]

A fourfold variation of the compliance is thus amplified fifteen times in the pair energy.

**Effect on the arrays.** In the triangular lattice, turning by \(60^\circ\) changes \(4\theta\) by \(240^\circ\), and the cosines of three such angles add to zero. The fourfold term cancels. In the square lattice it does not: \(\sum\cos4\theta/r^3=2.865\) when the rows lie along [100], and the sign reverses when the array is turned by \(45^\circ\). The square array can therefore gain from a fourfold term of either sign. A relative amplitude of

\[
\frac{0.1409}{2.865}=0.049
\]

in the pair energy is enough to cancel the triangular advantage. It corresponds to a compliance variation of only \(0.049/15\), or 0.3 percent.

**MgO.** To find \(g(\phi)\), let \(\mathbf m\) be the unit vector along \(\mathbf k\), \(\mathbf n=\hat z\), and seek displacements \(\mathbf a\,e^{ik(\mathbf m\cdot\mathbf x+pz)}\). Equilibrium requires

\[
[Q+p(K+K^T)+p^2T]\mathbf a=0,
\]

with \(Q_{ik}=C_{ijkl}m_jm_l\), \(K_{ik}=C_{ijkl}m_jn_l\) and \(T_{ik}=C_{ijkl}n_jn_l\). Three roots have \(\mathrm{Im}\,p>0\) and decay into the substrate. Let their vectors \(\mathbf a\) form the columns of \(A\), and \((K^T+pT)\mathbf a\) those of \(B\). For amplitudes \(\mathbf c\), the surface displacement is \(A\mathbf c\) and the traction is \(-ikB\mathbf c\), so \(g=\mathbf m\cdot iAB^{-1}\mathbf m\).

For the constants above, the fourfold term of the pair energy is \(-0.765\) of the mean, and the eightfold term is 0.050. The repulsion is 0.28 of the mean along [100] and 1.82 along [110]. Each array was turned to its best orientation, with these results:

\[
S_{\rm sq}=7.10,\qquad S_{\rm tri}=8.86,
\]

in units where the mean pair energy at unit distance is 1. The square array, with rows along [100], is now lower by 20 percent of the triangular value. The fourfold term alone would bring it to \(9.034-0.765\times2.865=6.84\); the higher harmonics raise it to 7.10. The margin is sensitive to the elastic constants: 297, 95 and 156 GPa give 21 percent, and 280, 96 and 152 GPa give 24 percent. Going from six to eight harmonics shifts the sums by less than \(10^{-6}\).

The order found in (c) does not survive on MgO in this point-island model. Finite size weakens the effect without undoing it: for the islands of part (e), with \(R\) equal to 0.32 of the square spacing, the square array is lower by about 14.5 percent instead of 20. With \(C_{11}\) and \(C_{12}\) held fixed and \(C_{44}\) raised from its isotropic value \((C_{11}-C_{12})/2\), the two arrays cross at a Zener ratio \(2C_{44}/(C_{11}-C_{12})=1.03\), while the constants used for MgO give 1.51. For these constants the isotropic average happens to lie very close to the mean compliance, yet it gives the wrong preference between these two arrays, because it leaves out the dependence on direction. The square array is not the best lattice on this surface either: for point islands a rectangular cell of aspect ratio about 1.75, with rows along [100], gives \(S=6.78\), below the square value 7.10. The figure of 1.6 percent belongs to substrates that are isotropic, or very nearly so, in the surface plane. The reversal of order comes from the fourfold symmetry of the (001) face: on a (111) face with the same constants the leading harmonic is sixfold, and the triangular array stays below the square one, by 2.1 percent.

Most of the values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
constant part of S, 8 pi/3: 8.377580
square shell r^2=1.00000, 4 sites, F=2.554e-02, adds 0.641844
square shell r^2=2.00000, 4 sites, F=5.643e-04, adds 0.014183
square shell r^2=4.00000, 4 sites, F=5.378e-07, adds 0.000014
triangular shell r^2=1.15470, 6 sites, F=1.366e-02, adds 0.515037
triangular shell r^2=3.46410, 6 sites, F=3.331e-06, adds 0.000126
triangular shell r^2=4.61880, 6 sites, F=6.689e-08, adds 0.000003
S square, unit density: 9.033622
S triangular, unit density: 8.892745
direct sums, square and triangular: 9.03362 8.89275
triangular lower by: 1.559 percent
triangular spacing / square spacing: 1.07457
nearest neighbours only, square: 4.000, triangular: 4.836
triangular sum at equal spacing: 11.03418
lowest S in scan of lattice shapes: 8.892745
rhombic path, S at start, middle, end: 9.0336 8.9770 8.8927
MgO rough C11, C12, C44: 300 95 155 GPa
isotropic average E: 310.7 GPa, nu: 0.1830
island biaxial modulus: 300 GPa, misfit: 3.0 percent
island radius: 8.0 nm, height: 1.0 nm, volume: 134.04 nm^3
square spacing: 25.00 nm, triangular spacing: 26.86 nm
island density: 1.600e+11 per cm^2
dipole strength P: 7529.6 eV
pair energy at 25 nm: 0.5756 eV
energy per island, square: 2.6001 eV, triangular: 2.5595 eV
difference per island: 40.55 meV
thermal energy kT at 600 K: 51.70 meV
finite size, pair correction 1.8 R^2/d^2: 18.43 percent
gap with finite island size: 2.489 percent
relaxation parameter M g pi h0/(4R): 0.1832
island stress factor after relaxation: 0.8451, energy factor: 0.7143
MgO Zener ratio: 1.5122
mean surface compliance, cubic / isotropic average: 0.9996
pair-law harmonics m=4, 8, 12 over mean: -0.7649 0.0504 -0.0051
pair law along [100] and [110] over mean: 0.2808 1.8208
fourfold lattice sum, square: 2.8648, triangular: 0.0000
fourfold pair amplitude that cancels the gap: 0.0492
MgO best sums, square: 7.1016, triangular: 8.8612
best square row direction from [100]: 0 degrees
square lower on MgO by: 19.86 percent
shift of sums from 6 to 8 harmonics: 6.41e-07
Zener ratio where the order reverses: 1.0314
```
